Is a trap's small-signal response time its inverse capture rate?

**Question**

I am modelling the admittance of an MOS capacitor on n-type silicon, biased into depletion. The interface has one trap level, which lies at the Fermi energy and exchanges electrons with the conduction band. The capture coefficient is c = 1.0×10⁻⁸ cm³/s and the surface electron density is n = 6.31×10¹¹ cm⁻³, so an empty trap captures at the rate c n = 6.31×10³ s⁻¹.

I took the response time to be 1/(c n) = 158 µs, and expected the loss G/ω to peak at c n/(2π) ≈ 1.0 kHz. Instead the peak comes out at 2.0 kHz. If I extract c from it by setting ω_peak = c n, I get twice the value that I put in.

Emission balances capture in equilibrium, so I assumed that it drops out. Where does the factor come from, and should I apply it to a real interface, where the levels are spread in energy?

**Answer**

The emission and capture fluxes cancel in equilibrium, but their changes do not. An extra trapped electron reduces capture, because one empty place is gone, and it also increases emission, because there is one more electron to emit. Both changes drive the occupancy back.

**Relaxation of one level**

Let f be the mean occupancy and e the emission rate of a filled trap. With exchange with the conduction band alone,

df/dt = c n (1 − f) − e f.

In equilibrium f = f0 and the right side vanishes, so

e = c n (1 − f0)/f0.

Assume first that the trap has one empty and one filled microstate. Then f0 = 1/{1 + exp[(Et − EF)/kT]}, where Et is the trap energy, and

e/(c n) = exp[(Et − EF)/kT].

This ratio also follows from the individual transitions. Let a band state of energy E have occupancy F. Capture from it is proportional to F, and emission into it to (1 − F) exp[−(E − Et)/kT], with the same prefactor, because the lattice that exchanges the energy is at temperature T. The Fermi function gives 1 − F = F exp[(E − EF)/kT]. The energy E cancels from the ratio of emission to capture, which is therefore the same for every band state and for their sum. For Et = EF it equals 1, so e = c n.

Now hold n fixed and write f = f0 + δf:

d(δf)/dt = [c n (1 − f0) − e f0] − (c n + e) δf.

The bracket is zero. The deviation decays exponentially, with

1/τ = c n + e = c n [1 + (1 − f0)/f0] = c n/f0,

τ = f0/(c n).

At the Fermi energy f0 = 1/2 and τ = 1/(2 c n), which is 79.2 µs for your numbers.

The role of emission can be isolated by an artificial change: hold the emission flux at its equilibrium value e f0, whatever f does. The linearised equation is then d(δf)/dt = −c n δf, and the time returns to 1/(c n). In a numerical integration the loss peak moved from ω = 2.000 c n to 1.000 c n when emission was frozen in this way.

**What 1/(c n) does measure**

It is the mean time that an empty trap waits for a capture. An empty trap has nothing to emit, so the probability that it is still waiting after a time t is exp(−c n t), whose mean time is 1/(c n). Relaxation describes the average occupancy of many traps, some of which have already captured an electron and lost it again.

For traps at the Fermi energy that all start empty, the solution is

f(t) = (1/2)[1 − exp(−2 c n t)].

In a simulation of 400,000 randomly switching traps, each wait drawn from the exponential law with rate c n or e, the fraction of the initial deviation remaining after a time 1/(2 c n) was 0.366. The formula gives exp(−1) = 0.368, whereas relaxation at the rate c n would have left exp(−1/2) = 0.607.

**From relaxation to the loss peak**

Let the surface potential change by v exp(iωt), with positive v attracting electrons. For q|v| ≪ kT and a nondegenerate band,

δn = n q v/kT.

An interface level moves with the band edge at the surface, so its depth below the band, and hence e, stays constant. The linearised rate equation is

iω δf = c (1 − f0) δn − δf/τ.

Solve for δf, multiply numerator and denominator by τ, and use c n τ = f0:

δf = f0 (1 − f0) (q v/kT)/(1 + iωτ).

Electrons flowing from the silicon bulk into N_T traps per unit area carry a conventional current from the surface to the bulk, equal to iω q N_T δf. Dividing by v gives the trap admittance

Y = iω C_T/(1 + iωτ), with C_T = q² N_T f0 (1 − f0)/kT.

Multiplying numerator and denominator by 1 − iωτ and taking the real part,

G/ω = C_T ωτ/(1 + ω²τ²).

With y = ωτ, the derivative of y/(1 + y²) is (1 − y²)/(1 + y²)², which vanishes at y = 1. The peak is therefore at ω = 1/τ, and for your level

f_peak = 2 c n/(2π) = 2 × 6312 s⁻¹/(2π) = 2009 Hz.

Setting ω_peak = c n gives c = 2.0×10⁻⁸ cm³/s; setting ω_peak = 2 c n returns 1.0×10⁻⁸ cm³/s. At a fixed thermal speed, the capture cross-section is wrong by the same factor of two.

The peak height C_T/2 shows at which bias f0 = 1/2, since f0(1 − f0) is largest there. With one empty and one filled microstate this is the bias at which the level crosses the Fermi energy. For the unequal counts treated below (one and two), it lies (kT/q) ln 2 = 17.9 mV of surface potential away from the crossing, which is about 22 mV of gate bias for the capacitor treated below. This reading applies after the oxide capacitance has been removed; the raw terminal peak height is largest about 1 mV further into depletion.

**When the factor is not one half**

For other level positions, f0 replaces 1/2. At the same n, a level 2kT below the Fermi energy has f0 = 0.881 and τ = 139.5 µs; one 2kT above has f0 = 0.119 and τ = 18.9 µs. Far below, f0 → 1 and τ → 1/(c n), because emission is negligible; this limit holds only while exchange with the valence band can be ignored. Far above, e ≫ c n and τ → 1/e.

Degeneracy matters too. Suppose the trap has k empty and m filled microstates, all equally probable when its one-electron energy is at EF. An empty microstate captures at the total rate c n, assumed to be shared equally among m filled ones, so each pair has the rate c n/m. Equal probabilities require the same reverse rate. A filled microstate can emit into k empty ones, hence

e = k c n/m, f0 = c n/(c n + e) = m/(k + m).

The relation τ = f0/(c n) survives, but one empty and two filled microstates give 2/3 instead of 1/2, and two empty and one filled give 1/3. With equal sharing, the condition for the factor one half is f0 = 1/2. Unequal sharing gives more than one time: for one empty and two filled microstates with shares 0.9 and 0.1 and no direct transitions between the filled ones, the rates are 0.146 and 1.854 c n, and the peak lies at 1.78 c n instead of c n/f0 = 1.5 c n.

**A fixed gate voltage changes the time again**

So far the surface potential was prescribed. If the gate voltage is fixed instead, extra trapped electrons lower the surface potential:

δψ = −q N_T δf/(C_ox + C_D),

where C_ox and C_D are the oxide and depletion capacitances per unit area. This lowers n by δn = n q δψ/kT and so adds to the restoring rate. Inserting it into the capture term c (1 − f0) δn, with c n = f0/τ, gives

d(δf)/dt = −(δf/τ)[1 + C_T/(C_ox + C_D)].

With N_T = 10¹⁰ cm⁻² and a 10 nm oxide, the correction is 15.49/(345.3 + 57.6), all in nF/cm², or 3.8%. The raw terminal G/ω then peaks at 2.077 c n. Here C_D comes from the abrupt depletion approximation; the Poisson–Boltzmann value is 60.8 nF/cm², which leaves 3.8% unchanged and gives 2.076 c n. Removing the series oxide capacitance from the measured admittance leaves C_D in parallel with the trap branch. An ideal C_D has no conductance, so the peak returns to 1/τ.

**Levels spread in energy**

Do not simply carry the factor of two over to a continuum. Let D be the number of traps per area and energy, constant over about ±5kT around the Fermi energy (a band of only ±3kT moves the peak found below from 1.98 to 2.06), and let c be the same for all these levels. Replace N_T by D dE and sum the losses. Since

df0/dE = −f0 (1 − f0)/kT,

the weight f0(1 − f0) dE/kT equals −df0, and f0 runs from 1 to 0 as E rises. With x = ω/(c n), so that ωτ = x f0,

G/ω = q² D ∫₀¹ x f/(1 + x²f²) df.

Substituting s = 1 + x²f², with ds = 2x²f df, gives

G/ω = q² D ln(1 + x²)/(2x).

Setting the derivative to zero requires ln(1 + x²) = 2x²/(1 + x²), whose positive solution is x = 1.980. The peak height is 0.402 q²D.

The weight is uniform in f, so the mean response time is ∫₀¹ f df/(c n) = 1/(2 c n), the value of the level at the Fermi energy. The peak lies close to the inverse of this mean, but not on it, because the maximum depends on the whole distribution of times.

In this formula 1/(c n) is a legitimate parameter: the integral already contains the different response times. After removing the series oxide capacitance, extract c from c = ω_peak/(1.98 n), and do not halve the time again. For the capacitor above, the raw terminal peak lies at 2.07 c n for D = 10¹¹ cm⁻² eV⁻¹ and at 3.0 c n for 10¹² cm⁻² eV⁻¹. The number 1.98 depends on c and D being flat in energy. With c taken at the Fermi energy, a c that rises by a decade per 0.2 eV toward the conduction band moves the peak to 1.70 c n, and one that falls at that rate moves it to 2.42 c n. The same slopes in D give 2.86 and 1.52 c n.

**How far this carries over to a real capacitor**

Your n corresponds to a doping of 10¹⁶ cm⁻³ and a band bending of 0.25 V at 300 K:

n = 10¹⁶ cm⁻³ × exp(−0.25/0.02585) = 6.31×10¹¹ cm⁻³.

Your c corresponds to a cross-section of 10⁻¹⁵ cm² and a thermal speed of 10⁷ cm/s, the conventional value (the conductivity mass 0.26 m0 gives about 2×10⁷ cm/s, which halves the cross-section for the same c). These are rough values for silicon with a thermal oxide, and cross-sections can differ by orders of magnitude, so the absolute time is much less certain than the factor f0. The assumption of a single sharp level is the one that a real Si/SiO2 interface breaks most clearly: its levels are usually spread through the gap, and its surface potential varies from place to place. For an assumed Gaussian variation of 40 mV standard deviation, averaging the loss over independent patches moves the continuum peak from 1.980 to 2.349 c n, where n belongs to the mean potential. In this model, using 1.98 would overestimate c by 19%. The average gives every patch the same small-signal surface potential. If instead each patch is wide enough to have its own oxide and depletion capacitance in series, removing C_ox from the total leaves the peak at 2.25, 2.19 and 1.77 c n for D = 10¹⁰, 10¹¹ and 10¹² cm⁻² eV⁻¹, so the correction depends on D and on the patch size. The same variation moves the single-level peak to 2.076 c n.

The other corrections for your numbers are:

- A signal of 25 mV amplitude at the surface is not small compared with kT/q = 25.85 mV, and moves the single-level peak to 2.113 c n.
- At 310 K, with band bending and c held fixed and the level again at the Fermi energy, τ falls from 79.2 to 58.0 µs, because n rises.
- Hole exchange with an equal capture coefficient and a fixed surface hole density p = n_i²/n, with n_i = 10¹⁰ cm⁻³ (the share scales as n_i²), adds 0.025% to the rate of the level at the Fermi energy. The share is (p/n) f0/(1 − f0), so it grows for deeper levels, to 10% at 6kT below. Band degeneracy is negligible at n/Nc = 2.3×10⁻⁸, where Nc is the effective density of states of the band.
- The fields are 0.028 MV/cm in the silicon and 0.083 MV/cm in the oxide in the abrupt depletion approximation (0.026 and 0.079 MV/cm from the Poisson–Boltzmann equation), neglecting oxide and interface charge. The latter is far below oxide breakdown, roughly 10 MV/cm.

Traps inside the oxide, reached by tunnelling, are outside this model. The numerical output below lists the remaining inputs and intermediate values.

Computed results

```
Temperature: 300 K; kT/q: 25.85 mV
Doping: 1.0e+16 cm^-3; band bending: 0.25 V
Cross-section: 1.0e-15 cm^2
Thermal speed: 1.0e+07 cm/s
Trap density: 1.0e+10 cm^-2; oxide: 10 nm
Relative permittivity: Si 11.7, oxide 3.9
Surface electron density n: 6.312e+11 cm^-3
Depth of Fermi level below band: 0.455 eV
Capture coefficient c: 1.00e-08 cm^3/s
Capture rate c n: 6.312e+03 1/s
Inverse capture rate 1/(c n): 158.4 us
Response time 1/(2 c n): 79.2 us
Emission/capture rate at EF, quadrature: 1.000000
Level at EF-2kT: f0 0.8808, simulated time 139.5 us
Level at EF+0kT: f0 0.5000, simulated time 79.2 us
Level at EF+2kT: f0 0.1192, simulated time 18.9 us
Simulated loss peak at EF: 2.000 c n = 2009 Hz
Peak with emission flux frozen: 1.000 c n
c if peak is read as c n: 2.00e-08 cm^3/s
c if peak is read as 2 c n: 1.00e-08 cm^3/s
Random traps: number 400000, mean wait 0.999/(c n)
Deviation left after 1/(2 c n): 0.366
exp(-1): 0.368; exp(-1/2): 0.607
Time, 1 empty + 2 filled states: 0.6667/(c n)
Time, 2 empty + 1 filled states: 0.3333/(c n)
Continuum peak: 1.9803 c n
Continuum peak height: 0.4024 q^2 D
Continuum weighted mean time: 0.5000/(c n)
Surface-potential fluctuation: 40 mV
Single-level peak with fluctuation: 2.076 c n
Continuum peak with fluctuation: 2.349 c n
Single-level peak at 25 mV amplitude: 2.113 c n
Oxide capacitance: 345.3 nF/cm^2
Depletion width: 180 nm
Depletion capacitance: 57.6 nF/cm^2
Trap capacitance: 15.49 nF/cm^2
Rate increase by gate feedback: 3.85 %
Raw terminal loss peak: 2.077 c n
Intrinsic density: 1.0e+10 cm^-3
Rate increase by holes, equal c: 0.0251 %
Band density of states: 2.8e+19 cm^-3
Band filling n/Nc at surface: 2.3e-08
Response time at 310 K, same bending and c: 58.0 us
Surface field: 0.028 MV/cm; oxide: 0.083 MV/cm
```
